# The massless scalar box derived two ways and continued to scattering

In a calculation of two-photon exchange between light charged fermions with their masses neglected, a practical choice has to be made before any cross section can be evaluated: what number replaces $\ln^2(s/t)$ in the box integral when $s>0$ and $t<0$? Taking the real logarithm of $|s/t|$ there, while the power $(-s)^{-\epsilon}$ in the pole terms is continued correctly, changes the finite part by a term containing $\pi^2$, which does not become small at any energy. The choice is settled by the integral itself, once it is known as an analytic function of $s$.

## The integral and its conventions

Natural units, $\hbar=c=1$, are used. Four massless external momenta are taken as incoming, with $p_1+p_2+p_3+p_4=0$ and $p_i^2=0$. The invariants are $s=(p_1+p_2)^2$, $t=(p_2+p_3)^2$ and $u=-s-t$. In $d=4-2\epsilon$ dimensions the box is

$$I_4=\mu^{2\epsilon}\int\frac{d^dl}{i\pi^{d/2}}\prod_{i=1}^{4}\frac{1}{(l+q_i)^2+i0},$$

with $q_1=0$, $q_2=p_1$, $q_3=p_1+p_2$, $q_4=p_1+p_2+p_3$. The result to be derived is

$$I_4=\frac{c_\Gamma}{st}\left\{\frac{2}{\epsilon^2}\left[\left(\frac{-s}{\mu^2}\right)^{-\epsilon}+\left(\frac{-t}{\mu^2}\right)^{-\epsilon}\right]-L^2-\pi^2\right\}+O(\epsilon),$$

$$L=\ln(-s)-\ln(-t),\qquad c_\Gamma=\frac{\Gamma(1+\epsilon)\Gamma(1-\epsilon)^2}{\Gamma(1-2\epsilon)}.$$

The prefactor multiplies the whole brace. I first take $s,t<0$ and write $S=-s/\mu^2>0$, $T=-t/\mu^2>0$ and $I=\mu^4I_4$, which is dimensionless.

Both derivations use the parameter form of the integral. Feynman's formula combines the denominators into $3!\int d^4a\,\delta(1-\sum a_i)\,[\sum_i a_i(l+q_i)^2]^{-4}$. Completing the square, with $\sum a_i=1$,

$$\sum_i a_i(l+q_i)^2=\Big(l+\sum_i a_iq_i\Big)^2+\sum_{i<j}a_ia_j(q_i-q_j)^2 .$$

Neighbouring $q_i$ differ by a light-like momentum, so two terms survive: $(q_1-q_3)^2=s$ and $(q_2-q_4)^2=t$. After a shift of $l$ the denominator is $(l^2-\mu^2\Delta)^4$, where

$$\Delta=S\,a_1a_3+T\,a_2a_4 .$$

The Wick rotation $l^0=il_E^0$ gives $d^dl=i\,d^dl_E$ and $l^2=-l_E^2$. The factor $i$ cancels against the measure, and the fourth power removes the sign. Writing $X^{-4}=\frac1{3!}\int_0^\infty d\lambda\,\lambda^3e^{-\lambda X}$ and using $\int d^dl_E\,e^{-\lambda l_E^2}=(\pi/\lambda)^{d/2}$, one finds

$$I=\int d^4a\,\delta\Big(1-\sum a_i\Big)\int_0^\infty d\lambda\,\lambda^{3-d/2}e^{-\lambda\Delta}
=\Gamma(2+\epsilon)\int d^4a\,\delta\Big(1-\sum a_i\Big)\Delta^{-2-\epsilon}. \tag{1}$$

This converges for $-2<\epsilon<0$, that is, between four and eight dimensions; the part $-1<\epsilon<0$ is all that is needed below. The poles at $\epsilon=0$ are therefore infrared; at large $l$ the integrand falls as $l^{-8}$ and causes no trouble. Other values of $\epsilon$ are reached by analytic continuation.

## First derivation: direct integration

Set $a_1=ux$, $a_2=u(1-x)$, $a_3=(1-u)y$, $a_4=(1-u)(1-y)$. The Jacobian is $u(1-u)$, and

$$\Delta=u(1-u)\,[Sxy+T(1-x)(1-y)].$$

The $u$ integral separates:

$$\int_0^1du\,[u(1-u)]^{-1-\epsilon}=\frac{\Gamma(-\epsilon)^2}{\Gamma(-2\epsilon)}=-\frac{2}{\epsilon}\,\frac{\Gamma(1-\epsilon)^2}{\Gamma(1-2\epsilon)},$$

because $\Gamma(-\epsilon)=-\Gamma(1-\epsilon)/\epsilon$ and $\Gamma(-2\epsilon)=-\Gamma(1-2\epsilon)/(2\epsilon)$. This is the first infrared pole.

The remaining bracket is linear in $y$. It runs from $A=T(1-x)$ at $y=0$ to $B=Sx$ at $y=1$, so

$$\int_0^1dy\,[A+(B-A)y]^{-2-\epsilon}=\frac{A^{-1-\epsilon}-B^{-1-\epsilon}}{(1+\epsilon)(B-A)} .$$

With $\Gamma(2+\epsilon)/(1+\epsilon)=\Gamma(1+\epsilon)$ the Gamma functions combine into $c_\Gamma$:

$$I=-\frac{2c_\Gamma}{\epsilon}J,\qquad J=\int_0^1dx\,\frac{A^{-1-\epsilon}-B^{-1-\epsilon}}{B-A}. \tag{2}$$

At $A=B$ numerator and denominator vanish together, so there is no singularity.

Now use $w=B/A=Sx/[T(1-x)]$, which runs from $0$ to $\infty$. Solving for $x$ gives $A=ST/(S+Tw)$ and $dx=ST\,dw/(S+Tw)^2$. Then

$$J=(ST)^{-1-\epsilon}K,\qquad K=\int_0^\infty dw\,(S+Tw)^\epsilon\,\frac{1-w^{-1-\epsilon}}{w-1}.$$

In the part $w>1$ put $w=1/v$. The factors become

$$\frac{dv}{v^2}\;v^{-\epsilon}(T+Sv)^\epsilon\;\frac{v(1-v^{1+\epsilon})}{1-v}=dv\,(T+Sv)^\epsilon\,\frac{v^{-1-\epsilon}-1}{1-v},$$

which is the part $w<1$ with $S$ and $T$ exchanged. Hence

$$K=\int_0^1dw\,\frac{w^{-1-\epsilon}-1}{1-w}\,\big[(S+Tw)^\epsilon+(T+Sw)^\epsilon\big].$$

The second pole comes from $w\to0$. It is isolated by the identity

$$\frac{w^{-1-\epsilon}-1}{1-w}=w^{-1-\epsilon}+\frac{w^{-\epsilon}-1}{1-w}$$

and by subtracting from the square bracket its value at $w=0$ in the first term. Since $\int_0^1dw\,w^{-1-\epsilon}=-1/\epsilon$,

$$\begin{aligned}K={}&-\frac{S^\epsilon+T^\epsilon}{\epsilon}
+\int_0^1dw\,w^{-1-\epsilon}\big[(S+Tw)^\epsilon-S^\epsilon+(T+Sw)^\epsilon-T^\epsilon\big]\\
&+\int_0^1dw\,\frac{w^{-\epsilon}-1}{1-w}\big[(S+Tw)^\epsilon+(T+Sw)^\epsilon\big]. \end{aligned}\tag{3}$$

Both integrals now converge around $\epsilon=0$ and may be expanded there. The first has integrand $\epsilon[\ln(1+Tw/S)+\ln(1+Sw/T)]/w$ at leading order. With $\int_0^1dw\,\ln(1+rw)/w=-\mathrm{Li}_2(-r)$ it gives $-\epsilon[\mathrm{Li}_2(-T/S)+\mathrm{Li}_2(-S/T)]$. In the second, $w^{-\epsilon}-1\to-\epsilon\ln w$ and the bracket tends to $2$. Expanding $1/(1-w)$ in powers of $w$ gives $\int_0^1dw\,\ln w/(1-w)=-\sum_{n\ge1}n^{-2}=-\pi^2/6$, so this term is $+\epsilon\pi^2/3$.

The dilogarithms combine. From $\mathrm{Li}_2'(z)=-\ln(1-z)/z$,

$$\frac{d}{dr}\Big[\mathrm{Li}_2(-r)+\mathrm{Li}_2(-1/r)\Big]=\frac{-\ln(1+r)+\ln(1+1/r)}{r}=-\frac{\ln r}{r}.$$

At $r=1$ the sum is $2\,\mathrm{Li}_2(-1)=-\pi^2/6$, so for all $r>0$ it equals $-\pi^2/6-\frac12\ln^2r$. With $r=S/T$ and $L=\ln(S/T)$,

$$K=-\frac{S^\epsilon+T^\epsilon}{\epsilon}+\epsilon\left[\frac{\pi^2}{6}+\frac{L^2}{2}+\frac{\pi^2}{3}\right]+O(\epsilon^2).$$

The bracket is $\frac12(\pi^2+L^2)$. Multiplying by $-(2c_\Gamma/\epsilon)(ST)^{-1-\epsilon}$ turns $S^\epsilon+T^\epsilon$ into $T^{-\epsilon}+S^{-\epsilon}$ and gives

$$I=\frac{c_\Gamma}{ST}\left\{\frac{2}{\epsilon^2}\big[S^{-\epsilon}+T^{-\epsilon}\big]-L^2-\pi^2\right\}+O(\epsilon). \tag{4}$$

Since $\mu^4ST=st$, this is the stated result.

## Second derivation: triangles and a six-dimensional box

The second route separates the poles before any difficult integral is done. In the middle form of (1) put $\alpha_i=\lambda a_i$, so that $d^4\alpha=\lambda^3d\lambda\,d^4a\,\delta(1-\sum a_i)$. With $U=\sum\alpha_i$ and $F=S\alpha_1\alpha_3+T\alpha_2\alpha_4$,

$$I^{(d)}=\int_0^\infty d^4\alpha\;U^{-d/2}e^{-F/U}.$$

Define the operator $D=\sum_ib_i\,\partial/\partial\alpha_i$ with $b_1=b_3=1/S$ and $b_2=b_4=1/T$. It acts simply:

$$DF=\alpha_3+\alpha_1+\alpha_4+\alpha_2=U,\qquad DU=\sum_i b_i=\frac{2(S+T)}{ST}\equiv b .$$

Therefore

$$D\big(U^{-d/2}e^{-F/U}\big)=\left[-\frac{d}{2}\,b\,U^{-d/2-1}-U^{-d/2}+b\,F\,U^{-d/2-2}\right]e^{-F/U}. \tag{5}$$

Integrate both sides over all $\alpha_i$, with $-1<\epsilon<0$. The left side is a sum of boundary terms. The slice $\alpha_1=R$ vanishes as $R\to\infty$: in rescaled variables $\alpha_i=R\beta_i$ the exponential confines $\beta_3$ and $\beta_2\beta_4$ to order $1/R$, and the slice falls as $R^{1-d/2}\ln R$. The other slices behave alike. What remains is $-\sum_ib_i\,\mathrm{Tri}_i$, where $\mathrm{Tri}_i$ is the same integral with $\alpha_i=0$, that is, minus the triangle left when propagator $i$ is removed, in the normalization of $I_4$ and in units of $\mu$. The minus sign arises because three denominators, instead of four, leave a factor $(-1)^3$ after the Wick rotation.

On the right, the first term is $-\frac d2\,b\,I^{(d+2)}$ and the second is $-I^{(d)}$. For the third, undo the scaling. The $\lambda$ integral is

$$\int_0^\infty d\lambda\,\lambda^{3-d/2}\Delta\,e^{-\lambda\Delta}=\Gamma(4-\tfrac d2)\,\Delta^{d/2-3},$$

whereas in $I^{(d+2)}$ it is $\Gamma(3-\frac d2)\Delta^{d/2-3}$. Their ratio is $3-\frac d2$, so the third term equals $b(3-\frac d2)I^{(d+2)}$. Collecting terms,

$$I^{(d)}=\sum_ib_i\,\mathrm{Tri}_i+(3-d)\,b\,I^{(d+2)},\qquad 3-d=-1+2\epsilon. \tag{6}$$

For $\alpha_1=0$ only $T\alpha_2\alpha_4$ remains in $F$. The $\lambda$ integral gives $\Gamma(1+\epsilon)$, and the standard simplex integral gives

$$\mathrm{Tri}_1=\Gamma(1+\epsilon)\,T^{-1-\epsilon}\,\frac{\Gamma(-\epsilon)^2\,\Gamma(1)}{\Gamma(1-2\epsilon)}=\frac{c_\Gamma}{\epsilon^2}\,T^{-1-\epsilon}.$$

$\mathrm{Tri}_3$ is the same, and $\mathrm{Tri}_2=\mathrm{Tri}_4$ follow with $T\to S$. The triangle sum is

$$\frac2S\frac{c_\Gamma}{\epsilon^2}T^{-1-\epsilon}+\frac2T\frac{c_\Gamma}{\epsilon^2}S^{-1-\epsilon}=\frac{c_\Gamma}{ST}\,\frac{2}{\epsilon^2}\big[S^{-\epsilon}+T^{-\epsilon}\big].$$

This is the complete pole part, because the box in $6-2\epsilon$ dimensions is finite at $\epsilon=0$. There, with the variables of the first derivation, the Jacobian cancels the factor $u(1-u)$ in $\Delta$:

$$I^{(6)}=\int_0^1\!\!\int_0^1\frac{dx\,dy}{Sxy+T(1-x)(1-y)}=\int_0^\infty\frac{dw\,\ln w}{(w-1)(S+Tw)} .$$

The last form follows from the $y$ integral, $\ln(B/A)/(B-A)$, and the substitution $w=B/A$. With $r=S/T$, partial fractions give $I^{(6)}=G(r)/(S+T)$, where

$$G(r)=\int_0^\infty dw\,\ln w\left[\frac{1}{w-1}-\frac{1}{w+r}\right].$$

Differentiate and put $w=rv$:

$$G'(r)=\int_0^\infty\frac{dw\,\ln w}{(w+r)^2}=\frac1r\int_0^\infty dv\,\frac{\ln r+\ln v}{(1+v)^2}=\frac{\ln r}{r},$$

since the $\ln v$ term is odd under $v\to1/v$. At $r=1$,

$$G(1)=\int_0^\infty\frac{2\ln w\,dw}{w^2-1}=-4\int_0^1\frac{\ln w\,dw}{1-w^2}=4\sum_{n\ge0}\frac{1}{(2n+1)^2}=\frac{\pi^2}{2}.$$

Thus $G=\frac12(\pi^2+L^2)$. The last term of (6) at $\epsilon=0$ is

$$-\frac{2(S+T)}{ST}\cdot\frac{\pi^2+L^2}{2(S+T)}=-\frac{\pi^2+L^2}{ST},$$

and (4) is recovered; replacing $1$ by $c_\Gamma$ in this finite term changes only $O(\epsilon)$.

## Continuation to the physical region

The prescription $+i0$ in each propagator makes $\Delta$ into $\Delta-i0$. For $s>0$ this means $S\to-s/\mu^2-i0$, hence

$$\ln(-s)\to\ln s-i\pi,\qquad L\to\ell-i\pi,\qquad \ell=\ln(s/|t|).$$

Formula (3) shows that the expansion survives the step. For $S$ in the lower half plane, $S+Tw$ and $T+Sw$ do not vanish on $0\le w\le1$, so the Laurent coefficients are analytic in $S$. On the boundary one of the two may vanish inside the interval, but its power $\epsilon$ leaves an integrable singularity for $|\epsilon|<1$. Therefore

$$-L^2-\pi^2\to-(\ell^2-2\pi i\ell-\pi^2)-\pi^2=-\ell^2+2\pi i\ell .$$

The explicit $\pi^2$ cancels. Write $\ell_s=\ln(s/\mu^2)$ and $\ell_t=\ln(|t|/\mu^2)$. Expanding the two powers gives $4/\epsilon^2$, then $-(2/\epsilon)(\ell_s-i\pi+\ell_t)$, then $(\ell_s-i\pi)^2+\ell_t^2$. Subtracting $(\ell_s-i\pi-\ell_t)^2+\pi^2$, the brace becomes

$$\frac4{\epsilon^2}-\frac2\epsilon(\ell_s+\ell_t-i\pi)+2\ell_s\ell_t-\pi^2-2\pi i\,\ell_t+O(\epsilon). \tag{7}$$

Two limits are instructive. At $u\to0$, where $s=|t|$, the denominator $S+T$ of $I^{(6)}$ vanishes. With $L=\ell-i\pi$ the numerator is $\frac12(\ell^2-2\pi i\ell)$, which vanishes too, so $I^{(6)}$ stays finite; a real logarithm would have left a false pole. As $t\to0$ at fixed $s$, the finite part of (7) grows as one power of $\ell_t$, but the $O(\epsilon)$ term grows as $\epsilon\,\ell_t^3/3$. The condition $|\epsilon\,\ell_t|\ll1$ is therefore necessary but not sufficient: the remainder is small against the finite part only if $|\epsilon|\,\ell_t^2\ll6\,|\ell_s-i\pi|$. The limits $t\to0$ and $\epsilon\to0$ must not be interchanged freely.

If $s$ and $t$ are both negative, then $u>0$. This is the physical region of $u$-channel scattering, and this box is real there.

## A numerical point

Take $\sqrt s=10$ GeV and an angle of $60^\circ$ between incoming particle 2 and the outgoing particle of leg 3. Then $s=100$ GeV² and $t=-\frac12s(1-\cos60^\circ)=-25$ GeV². For $\mu=8$ GeV, $\ell_s=0.4463$ and $\ell_t=-0.9400$. The finite part of (7) is

$$2(0.4463)(-0.9400)-9.8696-2\pi i(-0.9400)=-10.709+5.906\,i .$$

Dividing by $st=-2500$ GeV⁴ gives the $\epsilon^0$ coefficient of $I_4/c_\Gamma$, $(4.283-2.362\,i)\times10^{-3}$ GeV⁻⁴. The coefficients of $\epsilon^{-2}$ and $\epsilon^{-1}$ are $-1.600$ and $-0.395-2.513\,i$ in the same unit, $10^{-3}$ GeV⁻⁴.

Using $\ln^2|s/t|$ instead would omit $\pi^2+2\pi i\ell=9.87+8.71\,i$ from the brace. With $(-s)^{-\epsilon}$ still continued, its finite part would come out as $-20.58-2.80\,i$: at this $\mu$, the real part nearly doubled and the imaginary part of the wrong sign. The omitted term does not depend on $\mu$, but the finite part it is compared with does. If real logarithms were used everywhere, in the powers as well, the real part $2\ell_s\ell_t-\pi^2$ of (7) would come out right and all imaginary parts would be lost.

The brace was compared numerically with the integral at finite $\epsilon$, evaluated from $J$. The form (2) was itself tested against the three-dimensional parameter integral in both regions. At the Euclidean partner point, $s=-100$ GeV² and $t=-25$ GeV², the difference between full integral and formula is $1.489$, $0.162$ and $0.0164$ for $\epsilon=-0.1,-0.01,-0.001$. It falls in near proportion to $\epsilon$, as an $O(\epsilon)$ remainder should. At $\epsilon=-0.1$ it is only 0.4% of the full brace, but about 14% of the magnitude of the finite part, $10.71$. Small relative error in a pole-dominated quantity is thus no proof that the finite part is accurate.

## What each derivation assumes

Both derivations assume massless internal lines, light-like legs, nonzero $s$ and $t$, and continuation from $\epsilon<0$. An off-shell leg or an internal mass adds terms to $\Delta$, and (4) then no longer applies.

The direct integration depends on every term of $\Delta$ containing one of $a_1,a_2$ and one of $a_3,a_4$, so that $u(1-u)$ factors out. In return it gives the one-dimensional form (2), valid at finite $\epsilon$ for $-1<\epsilon<0$, and the subtracted form (3), on which the continuation was based.

The second derivation does not need $u(1-u)$ to factor out. It needs instead a set of constants $b_i$ with $DF=U$, and $F$ homogeneous of degree two. Relation (6) therefore also holds with off-shell legs whenever such $b_i$ exist and the integrals converge, though the triangles and the six-dimensional box must then be computed anew. It requires the boundary terms to be controlled and the triangles to be known. It also shows where the terms come from: the infrared poles belong to the triangles, while $-L^2-\pi^2$ comes from the finite box in six dimensions, multiplied by $-2(S+T)$.

## Values computed for the example and the checks

```
sqrt(s) = 10.0 GeV, angle = 60.0 deg
mu = 8.0 GeV
s = 100.0000 GeV^2
t = -25.0000 GeV^2
u = -75.0000 GeV^2
ln(s/mu^2) = 0.446287
ln(|t|/mu^2) = -0.940007
ln(s/|t|) = 1.386294
Off-shell test box, d=5, points 0, 1, 2.5, 4 (dimensionless):
  momentum integral  = 0.0928055
  parameter integral = 0.0928055
mu^4 I4 (dimensionless), parameter integral | from J:
  Euclidean, eps=-0.5: 19.6334230 | 19.6334236
  Euclidean, eps=-0.7: 8.1658035 | 8.1658035
  physical, eps=-0.5: -17.341873 +13.789635 i
    from J:           -17.341874 +13.789634 i
Li2(-S/T)+Li2(-T/S) at Euclidean point = -2.605840
Brace at euclid point (dimensionless):
  eps=-0.1: full    380.88152 +0.00000 i
    formula 379.39291 +0.00000 i
    full-formula 1.48861 +0.00000 i
  eps=-0.01: full    39890.70697 +0.00000 i
    formula 39890.54487 +0.00000 i
    full-formula 0.16210 +0.00000 i
  eps=-0.001: full    3999001.86717 +0.00000 i
    formula 3999001.85081 +0.00000 i
    full-formula 0.01635 +0.00000 i
  |difference| extrapolated to eps=0: 3.2e-05
Brace at phys point (dimensionless):
  eps=-0.1: full    380.41134 -56.78210 i
    formula 379.02707 -55.91373 i
    full-formula 1.38427 -0.86836 i
  eps=-0.01: full    39890.65208 -622.39814 i
    formula 39890.50154 -622.31475 i
    full-formula 0.15054 -0.08339 i
  eps=-0.001: full    3999001.86159 -6277.27766 i
    formula 3999001.84641 -6277.26935 i
    full-formula 0.01518 -0.00830 i
  |difference| extrapolated to eps=0: 2.9e-05
Error if ln^2|s/t| is used: 9.8696 +8.7104 i
I4/c_Gamma at euclid point, Laurent coefficients:
  eps^-2: 1.600000 +0.000000 i (10^-3 GeV^-4)
  eps^-1: 0.394976 +0.000000 i (10^-3 GeV^-4)
  eps^0 : -4.283452 +0.000000 i (10^-3 GeV^-4)
I4/c_Gamma at phys point, Laurent coefficients:
  eps^-2: -1.600000 +0.000000 i (10^-3 GeV^-4)
  eps^-1: -0.394976 -2.513274 i (10^-3 GeV^-4)
  eps^0 : 4.283452 -2.362496 i (10^-3 GeV^-4)
```
